Void Nucleation in a Long Line Under Fast Unidirectional Pulses

**Q.** I have a long interconnect line whose model nucleates a void after 10.5 h of steady current. I now pulse the current at the same peak density, always in one direction, with a 1 µs period and a duty cycle of 0.1. Damage needs current, so I count on-time: 10.5 h of on-time takes 105 h on the clock. What could be wrong with that?

**A.** It assumes that nothing happens to the damage while the current is off. Before nucleation, the damage is tensile stress at the cathode end, and stress gradients move atoms without any current. Let me set up the balance.

Let x run along the electron flow, with a blocked cathode end at x = 0, and count tension σ as positive. Each atom feels a wind force eZ*ρj toward +x, where Z* is the magnitude of the effective charge number, ρ the resistivity and j the current density. Tension lowers an atom's chemical potential by Ωσ, with Ω the atomic volume, so a stress gradient adds a force Ω ∂σ/∂x. With 1/Ω atoms per volume, diffusivity D and mobility D/kT, the atom flux is

J = (1/Ω)(D/kT)(eZ*ρj + Ω ∂σ/∂x) = (D/kT)(∂σ/∂x + G),  G = eZ*ρj/Ω.

Losing atoms raises the tension: dσ = −B dC/C = −BΩ dC, where C is the atom concentration and B an effective modulus. Since ∂C/∂t = −∂J/∂x,

∂σ/∂t = BΩ ∂J/∂x = ∂/∂x[κ(∂σ/∂x + G)],  κ = DBΩ/kT.

No atoms cross x = 0, so ∂σ/∂x = −G there. With the current off, G = 0, but the term κ ∂σ/∂x remains. Atoms flow back toward the cathode and the stress relaxes.

**Q.** Then I need the stress at the end for a current that varies in time.

**A.** Take κ constant, the temperature equal in on and off phases, zero initial stress, and a line so long that the far end is not yet felt. Integrate the stress equation over x. The bracket vanishes at x = 0 and equals κG far away, so

d/dt ∫σ dx = κG.

During ds the current therefore deposits a stress area κG(s)ds at the end. After a time τ, a unit deposit has spread into

u = exp(−x²/4κτ)/√(πκτ).

This has unit area over x > 0 and zero slope at x = 0. It also obeys the diffusion equation, because ∂u/∂τ and κ ∂²u/∂x² both equal u[x²/(4κτ²) − 1/(2τ)]. Setting x = 0 and adding all deposits gives

σ(0,t) = √(κ/π) ∫₀ᵗ G(s)(t − s)^(−1/2) ds.

For steady current the integral is 2G√t. Nucleation occurs when σ reaches a critical value σ_c:

σ(0,t) = 2G√(κt/π),  t_dc = πσ_c²/(4G²κ).

The factor (t − s)^(−1/2) says that old on-time counts for less than recent on-time. A simple tally would weight them equally.

**Q.** But the stress also rises steeply at the start of each pulse. Could that make up for the loss?

**A.** We can sum the pulses. One that starts at a and ends at b contributes, after it has ended,

2G√(κ/π)[√(t − a) − √(t − b)].

Its time derivative is proportional to 1/√(t − a) − 1/√(t − b), which is negative because t − a is larger. Thus the stress falls throughout each off phase.

During pulse N, the derivative is proportional to

1/√(t − a_N) − 1/√(t − b_(N−1)) + 1/√(t − a_(N−1)) − … + 1/√(t − a_1).

The ages increase along this list, so the terms shrink. Grouping them in pairs leaves positive pairs and a positive last term: the stress rises throughout each on phase. Its peaks are at the ends of pulses.

Let P be the period and r the duty cycle. At the end of pulse N, the pulse m periods earlier began (m + r)P ago and ended mP ago. Because σ_c = 2G√(κt_dc/π), the peak is

σ/σ_c = √(P/t_dc) S_N,  S_N = Σ[√(m + r) − √m],  m = 0 … N−1.

**Q.** That sum is not something I can read a lifetime from.

**A.** It can be trapped between two simple expressions. The square root is concave and m + r = (1 − r)m + r(m + 1), so

√(m + r) − √m ≥ r[√(m + 1) − √m].

Adding these terms cancels all but the ends and gives S_N ≥ r√N. For the other side, the m = 0 term is √r. For m ≥ 1,

√(m + r) − √m = r/[√(m + r) + √m] ≤ r/(2√m) ≤ r/[√m + √(m − 1)] = r[√m − √(m − 1)].

These terms add up to r√(N − 1). Therefore

r√N ≤ S_N ≤ √r + r√(N − 1).

Nucleation happens in the first pulse for which S_N ≥ √(t_dc/P). Suppose t_dc > rP. The upper estimate of S_N then requires

N − 1 ≥ [√(t_dc/P) − √r]²/r²,

and nucleation cannot precede the start of that pulse, at (N − 1)P. The lower estimate guarantees nucleation by the first integer N ≥ t_dc/(r²P). That integer is less than t_dc/(r²P) + 1, and its pulse ends at (N − 1 + r)P. Together,

(t_dc/r²)[1 − √(rP/t_dc)]² ≤ t_n ≤ t_dc/r² + rP.

When P is much shorter than t_dc, both sides approach the same value in relative terms:

t_n = t_dc/r².

The on-time accumulated by then is r t_n = t_dc/r. Your count, t_dc/r on the clock, is only r times the true time.

**Q.** So where does my line stand when its on-time reaches 10.5 h?

**A.** At clock time t_dc/r, N is about t_dc/(rP). For fast pulses S_N is close to r√N, so

σ/σ_c ≈ √(P/t_dc) · r√(t_dc/(rP)) = √r.

At r = 0.1 that is about 32% of the critical stress. Stress under a constant mean drive rG grows as rG√t. Reducing the drive by r must be made up by √t, which costs 1/r² in time.

**Q.** Put numbers on it.

**A.** Take rough, round values for a narrow damascene line in an accelerated test: T = 573 K, j = 2 MA/cm², ρ = 4 µΩ cm, Z* = 1, Ω = 0.012 nm³, B = 30 GPa, D = 4×10⁻¹³ cm²/s, σ_c = 100 MPa and length L = 500 µm. The wind force is 1.28×10⁻¹⁶ N. Dividing by Ω gives G = 10.68 MPa/µm.

In other units D = 0.144 µm²/h, BΩ = 2.247 eV and kT = 0.04938 eV, so

κ = 0.144 × 2.247/0.04938 ≈ 6.55 µm²/h,

t_dc = π(100)²/[4(10.68)²(6.55)] ≈ 10.5 h.

With the peak current held fixed:

r = 0.5: on-time count 21 h; nucleation at 42 h.
r = 0.25: on-time count 42 h; nucleation at 168 h.
r = 0.1: on-time count 105 h; nucleation at 1051 h.

For a 1 µs period and r = 0.1, the lower bound allows nucleation at most 3.3×10⁻⁴ % earlier than the law. One such pulse spreads over √(κrP) ≈ 0.01 nm, less than an atomic spacing, so only the mean stress has physical meaning at this period. As a test of the exponent, the pulses were summed explicitly at these three duty cycles with 10,000 periods per t_dc. The fitted power of r was −2.00.

**Q.** When would my count be right?

**A.** If diffusion stopped between pulses, the stress would be frozen in each off phase, and nucleation would need exactly t_dc of on-time. Equal temperature in both phases rules that out here.

Your count also comes back after nucleation. Once an open void holds the end at zero stress, drift feeds it at a mean rate proportional to rj, so late growth follows on-time. With the numbers above the drift speed at peak current is 2.3 nm/h. A void spanning the line reaches 100 nm after about 45 h of steady current, and after about 25 times as long at r = 0.1, between 1/r and 1/r².

There is also a slow limit. If the first on phase lasts at least t_dc, the void nucleates within it at t_n = t_dc, whatever r is. Between the limits, with r = 0.25 and 20 periods per t_dc, the pulse sum gives 147 h against 168 h from the inverse-square law, 13% earlier than the law. A separate calculation that counts atoms in cells along the line agrees with the sum.

And if you hold the average current density rj fixed instead of the peak, rG is fixed, so the fast-pulse nucleation time does not depend on r as long as the line stays isothermal. The mean Joule heat grows as 1/r and the on-phase heat as 1/r²: with the cross-section and thermal resistance used below, an average of 2 MA/cm² at r = 0.1 warms the line by 6.4 K on average and by up to 64 K in the on phase, and t_n then falls well below its steady-current value.

**Q.** You took κ constant. Tension should speed up diffusion.

**A.** Suppose D grows as exp(Ωσ/kT); at σ_c the exponent is 0.15. For fast pulses, replace the drive by its mean rG, and define X = rGx and θ = (rG)²t. Each x-derivative brings a factor rG and the time derivative brings (rG)², so

∂σ/∂θ = ∂/∂X[κ(σ)(∂σ/∂X + 1)],  ∂σ/∂X = −1 at X = 0.

No r remains, so nucleation occurs at a fixed θ, and t_n again scales as 1/r². Only the prefactor changes: t_dc falls from 10.5 h to 10.2 h.

Using the mean drive is an assumption in this nonlinear case, so it was tested with resolved pulses at r = 0.5. The ratio r²t_n/t_dc, with t_dc now the stress-assisted steady time, was 0.895 for 25 periods per t_dc and 0.97 for 400 (finer time steps move the crossing by one pulse, from 0.973 to 0.972). It moves toward 1 as the pulses get faster.

**Q.** And how long is a "long" line?

**A.** At r = 0.1 the stress has spread over a depth of order √(κt_n) = 83 µm by nucleation, well short of 500 µm. In a line blocked at both ends, the stress eventually stops changing on average. The mean flux is then zero, so the mean gradient is −rG everywhere. Conservation of atoms keeps the average stress along the line at zero, so the cathode end saturates at

σ_max = rGL/2.

Below L = 2σ_c/(rG), which is 187 µm at r = 0.1, this never reaches σ_c. Under fast pulses a 150 µm line levels off at 80 MPa and does not nucleate; slow pulses add ripple on top of this mean, and with a period above about 0.7 t_dc (7 h) its peaks do reach σ_c. A 250 µm line does, but 8% later than t_dc/r². In short lines, then, your count errs even further.

**Q.** How much of this may I carry over to a real line?

**A.** The temperature, current density and resistivity are of the order met in accelerated tests of narrow damascene lines. The critical stress is uncertain, and since t_dc varies as σ_c², a factor of 2 in it changes t_dc and the long-line t_n by a factor of 4. The diffusivity is uncertain too, and both times vary as 1/D. A 500 µm line is long compared with many circuit segments, so check the length condition first.

Real lines also break the assumption of zero initial stress. The equation contains only derivatives of σ, so for constant κ a uniform initial tension σ_T replaces σ_c by σ_c − σ_T. If σ_T is half of σ_c, both t_dc and t_n fall to a quarter, while their ratio stays 1/r².

Self-heating breaks the isothermal condition. For a 20,000 nm² cross-section and an assumed thermal resistance of 2 K m/W, steady current warms the line by 0.64 K and shortens t_dc by 1.9% through κ. A pulsed line warms by no more than this, but its on phases may be warmer than its off phases. Let κ_on be the value of κ in the on phase and κ_m its mean over a period. For fast pulses the mean of κ(∂σ/∂x + G) is κ_m ∂σ/∂x + rκ_on G, so the effective drive is rκ_on G/κ_m and t_n = πσ_c²κ_m/(4r²κ_on²G²). If the heat averages out over a period, κ_on = κ_m lies below the steady-current value and t_n/t_dc shifts upward. If the temperature follows the pulses, κ_on equals the steady-current value, κ_m is smaller, and the ratio shifts downward. Either way the shift through κ is at most about 2% at 573 K; the same warming gives about 4% at 378 K. The accompanying changes in thermal stress and resistivity are left out here and can matter as much. A much hotter line would need its own calculation.

**Q.** And at a use temperature of 378 K?

**A.** Keep j, ρ and σ_c fixed, again take zero initial stress, and let D follow an activation energy of 0.90 eV. The steady time becomes 9.6 years. At r = 0.1 the on-time count gives 96 years and the inverse-square law about 960 years.

Do not read the last figure as a lifetime. It leaves out the thermal tension that a confined line gains on cooling from 573 K, which can be comparable to σ_c and shorten both times greatly. It also inherits the uncertainty in σ_c and the activation energy, and it ends at nucleation; the later growth of the void needs a separate model. What carries over is the ratio 1/r² of nucleation times, not of failure times, for a line that is long enough, isothermal, under a uniform initial tension below σ_c, and pulsed with a period far shorter than t_dc. The remaining values are in the numerical output below.

Values computed for the example and the checks

```
Test temperature: 573 K
Peak current density: 2.0 MA/cm2
Resistivity: 4.0 uOhm cm
Effective charge number (magnitude): 1.0
Atomic volume: 0.0120 nm3
Effective modulus: 30 GPa
Atomic diffusivity at test: 4.0e-13 cm2/s
Activation energy: 0.90 eV
Critical stress: 100 MPa
Line length: 500 um
Pulse period: 1.0 us
Thermal energy kT: 0.04938 eV
Wind force: 1.2817e-16 N
Drive G: 10.681 MPa/um
Stress diffusivity: 6.553 um2/h
Steady nucleation time, formula: 10.506 h
Steady nucleation time, cells: 10.506 h
Duty 0.5: on-time count 21.0 h, true 42.0 h, on-time at nucleation 21.0 h
Duty 0.5: stress when on-time = t_dc: 71.0 MPa; depth sqrt(kappa t_n): 16.6 um
Duty 0.5: r^2 t_n/t_dc, pulse sum 0.9946, cells 1.0001, assisted 1.0000
Duty 0.25: on-time count 42.0 h, true 168.1 h, on-time at nucleation 42.0 h
Duty 0.25: stress when on-time = t_dc: 50.3 MPa; depth sqrt(kappa t_n): 33.2 um
Duty 0.25: r^2 t_n/t_dc, pulse sum 0.9940, cells 1.0001, assisted 1.0000
Duty 0.1: on-time count 105.1 h, true 1050.6 h, on-time at nucleation 105.1 h
Duty 0.1: stress when on-time = t_dc: 31.9 MPa; depth sqrt(kappa t_n): 83.0 um
Duty 0.1: r^2 t_n/t_dc, pulse sum 0.9952, cells 1.0001, assisted 1.0001
Periods per t_dc in the pulse sums: 10000
Fitted exponent of duty cycle: -2.0004
Slow test, duty 0.25, 20 periods per t_dc: cells 146.68 h, sum 146.68 h
Slow test, inverse-square law: 168.09 h
Assisted pulses, duty 0.5, 25 periods per steady time: r^2 t_n/t_dc = 0.8949
Assisted pulses, duty 0.5, 400 periods per steady time: r^2 t_n/t_dc = 0.9728
Steady time with stress-assisted diffusion: 10.234 h
Omega sigma_c / kT: 0.1517
Line cross-section: 20000 nm2
Thermal resistance times length: 2.0 K m/W
Steady self-heating: 0.64 K
Steady time shortened by self-heating: 1.90 %
Single-pulse stress, duty 0.1: 163 Pa
Largest early nucleation from ripple, duty 0.1: 3.3e-04 %
No-nucleation length, duty 0.1: 187 um
250 um line, duty 0.1: r^2 t_n/t_dc = 1.079
150 um line, duty 0.1: saturation 80.1 MPa
Steady time at 378 K: 9.6 years
At 378 K, duty 0.1: on-time count 96 years, true 958 years
```
